# When CPA vertex corrections survive: s–p alloys and the Rashba gas

A conductivity calculation for a disordered alloy reaches a point where one must decide whether to stop at the product of two averaged Green functions, the bubble, or to solve one more linear equation for the vertex correction. In the two-orbital alloy treated below, that decision changes the conductivity from 0.36 to 0.79 $e^2/\hbar$. In the Rashba gas it decides whether there is a dc spin Hall effect at all.

The belief that favours stopping is this: the coherent potential approximation (CPA) has site-diagonal scattering, which forgets the direction of arrival; the velocity is odd in $\mathbf k$; so the vertex correction averages to zero. For one orbital per site on an inversion centre this is correct. The error lies in carrying it over to matrices.

## What the vertex equation asks for

I set $\hbar=1$, use Ry and bohr with lattice constant 1 bohr, and take $\hbar^2/2m=1$ Ry bohr$^2$. The charge is $-e$. Disorder sits in the site energies $\varepsilon_i$, with concentrations $c_i$. The position operator is diagonal in site and orbital, so $v=i[H,x]$ contains hopping alone and is not random. Dipole elements between s and p on one site are thereby left out. $\mathrm{Tr}$ means a trace per unit area, averaged over disorder where needed.

Let $\bar G=(z-H(\mathbf k)-\Sigma)^{-1}$ be the averaged Green function, now with $H(\mathbf k)$ the non-random part, and $F$ its site block. One site in this medium scatters with

$$t_i=[1-(\varepsilon_i-\Sigma)F]^{-1}(\varepsilon_i-\Sigma),\qquad \sum_i c_it_i=0 .$$

The second relation is the CPA condition. Write $G=\bar G+\bar G T\bar G$ with $T=\sum_nQ_n$ and $Q_n=t_n(1+\bar G\sum_{m\ne n}Q_m)$: site $n$ scatters the wave arriving from the other sites. CPA averages $t_n$ independently of that wave, so $\langle Q_n\rangle=0$. In $\langle G_1vG_2\rangle$, where the labels denote energies $z_1,z_2$, terms with one $T$ vanish. In the term with two, the last scatterings must be on the same site, or a single $\langle t_n\rangle=0$ appears. Hence

$$\langle G_1vG_2\rangle=\bar G_1(v+\Gamma)\bar G_2,$$
$$\Gamma=\sum_ic_i\,t_i(z_1)\big[A+\langle\bar G_1\Gamma\bar G_2\rangle_{\mathbf k}-F_1\Gamma F_2\big]t_i(z_2),\qquad A=\langle\bar G_1v\bar G_2\rangle_{\mathbf k}.$$

The subtraction enforces $m\neq n$. The source is the matrix $A$, and the question is whether this matrix vanishes.

Suppose a local unitary $P$ reverses momentum, $PH(\mathbf k)P^{-1}=H(-\mathbf k)$, and commutes with every $\varepsilon_i$. Then $\Sigma$ commutes with $P$, $P\bar G(\mathbf k)P^{-1}=\bar G(-\mathbf k)$, and differentiation gives $Pv(\mathbf k)P^{-1}=-v(-\mathbf k)$. Summing over $\mathbf k$,

$$PAP^{-1}=-A .$$

The kernel respects $P$, so $\Gamma$ has the same property. If all orbitals have one parity, $P=\pm1$ and $A=\Gamma=0$: the belief holds. With s and p orbitals $P=\mathrm{diag}(1,-1)$; the diagonal elements vanish, but $\Gamma_{sp}$ is allowed. A numerical test with two coupled orbitals of equal parity gave $|\Gamma|$ at rounding level.

At equal energies the correction vanishes in either case. Since $\Sigma$ does not depend on $\mathbf k$, $\partial\bar G/\partial k_x=\bar Gv\bar G$, whose sum over the Brillouin zone is zero.

## From Green functions to a response

A field $E_x$ adds $eE_xx$ to the Hamiltonian. For an observable $J$, first-order perturbation theory with switching rate $s\to0$ gives

$$\delta\langle J\rangle=-ieE_x\int_0^\infty\!dt\,e^{-st}\,\mathrm{Tr}f(H)[J(t),x].$$

Integrate by parts and use $\mathrm{Tr}f[\dot J(t),x]=-\mathrm{Tr}f[J(t),v]$, which follows from time translation:

$$\delta\langle J\rangle=-\frac{ieE_x}{s}\Big\{\mathrm{Tr}f[J,x]-\int_0^\infty\!dt\,e^{-st}\,\mathrm{Tr}f[J(t),v]\Big\}.$$

The brace vanishes at $s=0$, because a constant vector potential drives no current in a normal disordered system. Its derivative with respect to $s$ remains. With $\delta\langle J\rangle=-e\chi E_x$,

$$\chi=i\int_0^\infty\! dt\,t\,e^{-st}\,\mathrm{Tr}f(H)[J(t),v].$$

Insert $f(H)=\int dE\,f(E)\,\delta(E-H)$. The time integrals give $-(E-H\pm i0)^{-2}=dG^\pm/dE\equiv G^{\pm\prime}$:

$$\chi=i\int dE\,f\,\mathrm{Tr}\big[JG^{+\prime}v\,\delta(E-H)-J\,\delta(E-H)\,vG^{-\prime}\big].$$

Now put $\delta(E-H)=\frac{i}{2\pi}(G^+-G^-)$. The mixed terms form the derivative of $\mathrm{Tr}JG^+vG^-$; the other two are complex conjugates. At zero temperature

$$\chi=\frac1{2\pi}\mathrm{Tr}JG^+vG^-\Big|_{E_F}-\frac1\pi\mathrm{Re}\int^{E_F}\!dE\,\mathrm{Tr}JG^{+\prime}vG^+ .\tag{1}$$

I call these the surface and sea parts. For the charge current, $J\to-ev$, the second integrand is half a total derivative, so

$$\sigma_{xx}=\frac{e^2}{2\pi}\big[\mathrm{Tr}vG^+vG^--\mathrm{Re}\,\mathrm{Tr}vG^+vG^+\big].$$

## Same CPA spectrum, different conductivity

Take a square lattice with s and $p_x$ orbitals (energies in Ry):

$$H_{ss}=-1-2\cos k_x-\cos k_y,\quad H_{pp}=1+2\cos k_x-\cos k_y,\quad H_{sp}=2i\sin k_x .$$

Half the sites have levels shifted by $\delta(1,r)$ in (s,p), half by $-\delta(1,r)$, with $\delta=0.7$ Ry and $E_F=-2.5$ Ry.

Parity makes $F$ and $t_i$ diagonal, so each orbital obeys its own CPA condition, and at equal concentrations $t_A=-t_B$. Going from $r=1$ to $r=-1$ exchanges the two p levels and leaves the s levels alone. The set of p levels is unchanged, hence so are, within CPA, $\Sigma$, the averaged density of states and the bubble. But $\sum_ic_it_i^{s}(z_1)t_i^{p}(z_2)$, which multiplies the bracket for $\Gamma_{sp}$, changes sign. For $r=0$ it vanishes: the p orbital does not scatter.

| $r$ | bubble ($e^2/\hbar$) | with vertex ($e^2/\hbar$) |
|---|---|---|
| $1$ | 0.363 | 0.790 |
| $0$ | 0.462 | 0.462 |
| $-1$ | 0.363 | 0.217 |

These values are for one spin. The vertex multiplies the bubble by $0.7895/0.3632=2.17$ in the first row and by $0.217/0.363=0.60$ in the last. In SI units the full values for $r=\pm1$ are $1.92\times10^{-4}$ and $5.3\times10^{-5}$ S.

The sign can be read from weak scattering. Apart from the common $-\cos k_y$, the Hamiltonian has diagonal $(a,-a)$, $a=-1-2\cos k_x$, and off-diagonal $ib$, $b=2\sin k_x$. With $d=\sqrt{a^2+b^2}$, the lower-band equation $(a+d)u+ibw=0$ gives

$$w=\frac{i(a+d)}{b}u=\frac{ib}{d-a}u ,$$

because $d^2-a^2=b^2$. Choose $u>0$; then $w=ig$, where $g$ has the sign of $\sin k_x$. The scattering rate is proportional to

$$|\delta_suu'+\delta_pgg'|^2=\delta_s^2u^2u'^2+\delta_p^2g^2g'^2+2\delta_s\delta_p\,uu'gg' .$$

For $\delta_s\delta_p>0$ the cross term favours final states with the same sign of $k_x$, and the current decays more slowly than the state. For $\delta_s\delta_p<0$ reversal is favoured. A site-diagonal potential can thus remember direction, through interference of its even and odd channels.

Two comparisons avoid the vertex equation. Both use the trace of $vGvG^\dagger$ per site. One impurity with levels shifted by $\delta(1,-1)$ in a periodic cell of $12\times12$ otherwise pure sites, inverted directly at imaginary energy 0.30 Ry, changes this trace per unit concentration by $-2.780$ bohr$^2$. On the matching $12\times12$ $\mathbf k$ mesh the dilute CPA with vertex gives $-2.780$; the bubble gives $-2.589$, an error of 7% of the direct value. These numbers belong to that small cell: for the infinite crystal the full and bubble values move to $-3.05$ and $-2.86$, an error of 6%.

At equal concentrations, 40 random cells of $14\times14$ sites at imaginary energy 0.15 Ry give $2.066\pm0.010$ for $r=1$ and $1.222\pm0.017$ bohr$^2$ for $r=-1$. On the matching $14\times14$ $\mathbf k$ mesh, CPA with vertex gives 2.200 and 1.227 (2.202 and 1.227 on a converged mesh); the bubble gives 1.587 for both. For $r=1$ the remaining 6% is well outside the sampling error. Cells of $40\times40$ sites with independent occupation give $2.10\pm0.02$, so a gap near 5% persists and part of the 6% may be due to cell size or fixed composition. The rest presumably comes from scattering correlated between sites, which CPA omits, but that was not isolated. The maximally crossed diagrams responsible for weak localization are among the omissions, so the dc values in the table are CPA values, not predictions for an infinite two-dimensional sample.

## The Rashba gas

In the Rashba gas,

$$H=k^2+\alpha(k_y\sigma_x-k_x\sigma_y),\qquad v_x=2k_x-\alpha\sigma_y,$$

the two local states are spins, not orbitals of opposite parity, and inversion is broken. The algebra nevertheless recurs: a half-turn about $z$ acts as $P=\sigma_z$ and reverses $\mathbf k$. Thus $A$ contains $\sigma_x$ and $\sigma_y$ at most. The reflection $k_y\to-k_y$, represented by $\sigma_y$, leaves $v_x$ unchanged and removes $\sigma_x$. A source proportional to $\sigma_y$ remains.

The current along $y$ of spin $z$ is $J=\frac12\{v_y,\sigma_z/2\}=k_y\sigma_z$, since $\sigma_x$ and $\sigma_z$ anticommute. I define $\sigma_{sH}=-e\chi$.

**Clean gas.** The bands are $\varepsilon_s=k^2+s\alpha k$, $s=\pm1$, with spin along $s(\sin\varphi,-\cos\varphi)$. Here $J_{nn}=0$, so a constant vector potential produces no $J$ in the clean gas either, and sharp levels in the formula preceding (1) give

$$\chi=\sum_{n\ne m}\frac{2f_n\,\mathrm{Im}(J_{nm}v_{mn})}{(E_n-E_m)^2}.$$

As $J_{nn}=0$ and $2k_x$ has no interband element, the numerator needs $\langle J(-\alpha\sigma_y)\rangle_s=i\alpha k_y\langle\sigma_x\rangle_s$, using $\sigma_z\sigma_y=-i\sigma_x$. Its imaginary part is $s\alpha k\sin^2\varphi$. With gap $2\alpha k$,

$$\chi=\sum_s\int\frac{k\,dk\,d\varphi}{4\pi^2}f_s\frac{2s\alpha k\sin^2\varphi}{4\alpha^2k^2}=\frac{k_+-k_-}{8\pi\alpha}=-\frac1{8\pi}.$$

Here $k_\pm=k_0\mp\alpha/2$, $k_0=\sqrt{E_F+\alpha^2/4}$, and both bands are occupied, $E_F>0$. So $\sigma_{sH}=e/(8\pi)=0.0398\,e$, independent of $\alpha$.

**Bubble.** Let $\Sigma^\pm=\mp i\gamma$ and write $G^+=g_0+g_1\mathbf n\cdot\boldsymbol\sigma$, with $\mathbf n=(\sin\varphi,-\cos\varphi)$. The scalar $2k_x$ contributes nothing, because $G^+G^-$ contains no $\sigma_z$. For the rest, $\mathrm{tr}\,\sigma_zG^+\sigma_yG^-=-4\sin\varphi\,\mathrm{Im}(g_1g_0^*)$, where $\mathrm{tr}$ is over spin. With $g_0=(E_F+i\gamma-k^2)/D$, $g_1=\alpha k/D$ and $D=(E_F+i\gamma-k^2)^2-\alpha^2k^2$, this equals $4\sin\varphi\,\alpha k\gamma/|D|^2$. Multiply by $-\alpha k\sin\varphi$, average over angle and set $x=k^2$:

$$\chi_{\rm surf}=-\frac{\alpha^2\gamma}{4\pi^2}\int\frac{x\,dx}{|D|^2}.$$

For $\alpha\ll k_0$ and $\gamma\ll E_F$, $|D|^{-2}$ is a product of two Lorentzians separated by $\Delta=2\alpha k_0$. Its integral is $2\pi/[\gamma(\Delta^2+4\gamma^2)]$, and $x\approx k_0^2$. Therefore

$$\sigma_{sH}^{\rm bubble}\approx\frac e{8\pi}\frac{\Delta^2}{\Delta^2+4\gamma^2}.$$

For $E_F=1$ Ry, $\alpha=0.2$ Ry bohr and $\gamma=0.05$ Ry, $\Delta=0.402$ Ry and the factor is $0.1616/0.1716=0.942$, giving $0.0375\,e$. Direct integration agrees. At this broadening the bubble keeps 94% of the clean value. This is the surface part alone; since it reaches the clean total as $\gamma\to0$, the sea part vanishes in that limit.

**Vertex.** In the self-consistent Born approximation $\Gamma=W\langle\bar G^+(v_x+\Gamma)\bar G^-\rangle$, with $W$ fixed by $\gamma=-W\,\mathrm{Im}F$. Both bands have slope $2k_0$ at $E_F$, so for $\gamma\ll E_F$

$$-\mathrm{Im}F=\frac\pi2\sum_s\frac{k_s}{2\pi\cdot2k_0}=\frac14,\qquad W=4\gamma .$$

Try $\Gamma=\alpha\sigma_y$. Then $v_x+\Gamma=2k_x$, and the right side must reproduce $\alpha\sigma_y$. The spin part of $\bar G^+\bar G^-$ is $\frac12(|G_+|^2-|G_-|^2)\mathbf n\cdot\boldsymbol\sigma$, where $|G_s|^2\to(\pi/\gamma)\delta(E_F-\varepsilon_s)$. Its $\sigma_y$ component times $2k\cos\varphi$ averages over angle to $-\frac k2(|G_+|^2-|G_-|^2)$. Hence the coefficient is

$$4\gamma\Big(-\frac1{4\pi}\Big)\frac\pi\gamma\,\frac{k_+^2-k_-^2}{2k_0}=-\frac{-2k_0\alpha}{2k_0}=\alpha .$$

The vertex cancels the spin part of the velocity. What remains is scalar and cannot produce $\sigma_z$. At $\gamma=0.05$ Ry the computed coefficient is 0.19996 Ry bohr, and the surface part falls from $0.0375\,e$ to $8\times10^{-6}e$.

## Why the zero is more than a weak-scattering accident

Consider the lattice version,

$$H=-2t(\cos k_x+\cos k_y)+\alpha(\sin k_y\sigma_x-\sin k_x\sigma_y),$$

with random spin-independent site energies. Here $J=t\sin k_y\sigma_z$, while $i[H,\sigma_y]=i\alpha\sin k_y(2i\sigma_z)=-2\alpha\sin k_y\sigma_z$. The disorder commutes with $\sigma_y$, so

$$J=\kappa\,i[H,\sigma_y],\qquad\kappa=-\frac t{2\alpha}.$$

The spin current is proportional to the rate of change of a spin density. In a steady state that rate is zero. The continuum gas obeys the same relation with $t=1$.

Equation (1) must agree. From $H=z-G^{-1}$,

$$G_2[H,\sigma_y]G_1=G_2\sigma_y-\sigma_yG_1+(z_2-z_1)G_2\sigma_yG_1.\tag{2}$$

Let $R=\mathrm{Tr}\,v_x\sigma_yG^+(E_F)$. Since $v_x$ commutes with $\sigma_y$, and the last term vanishes when disorder makes $\sigma_y$ decay, the surface part is

$$\chi_{\rm surf}=\frac{i\kappa}{2\pi}(R^*-R)=\frac\kappa\pi\mathrm{Im}R .$$

For the sea part, differentiate with respect to $z_1$ and then set $z_1=z_2$. This gives $\mathrm{Tr}JG'v_xG=-i\kappa[\mathrm{Tr}v_x\sigma_yG'+\mathrm{Tr}\sigma_yGv_xG]$. The last trace is zero, since $Gv_xG=i[G,x]$ has no site-diagonal block. Integration leaves $\chi_{\rm sea}=(\kappa/\pi)\mathrm{Re}(iR)=-(\kappa/\pi)\mathrm{Im}R$. The total vanishes, though neither part need do so.

CPA preserves this. Half-turn and reflection make $\Sigma$, $F$ and $t_i$ scalars. Let $\Delta\Sigma=\Sigma_1-\Sigma_2$. For the operator $X=[H,\sigma_y]-(z_1-z_2)\sigma_y$, try $\Gamma_X=\Delta\Sigma\,\sigma_y$. Then $X+\Gamma_X=-\bar G_1^{-1}\sigma_y+\sigma_y\bar G_2^{-1}$, and the site block of $\bar G_1(X+\Gamma_X)\bar G_2$ is $(F_1-F_2)\sigma_y$. The vertex equation requires

$$\big\langle t_1(F_1-F_2-F_1\Delta\Sigma F_2)t_2\big\rangle=\Delta\Sigma .$$

With $D=1+tF$, one has $\langle D\rangle=1$ and $t=(\varepsilon-\Sigma)D$. The left side is $\langle D_1t_2-t_1D_2\rangle-\Delta\Sigma(\langle D_1D_2\rangle-1)$. Its first average equals $\Delta\Sigma\langle D_1D_2\rangle$, so the requirement is met. Thus (2) holds between CPA averages, with the ladder attached to either current by cyclicity of the trace.

For $t=1$ Ry, $\alpha=0.5$ Ry bohr, $E_F=-2$ Ry and levels $\pm1$ Ry, scattering is strong: $-\mathrm{Im}\Sigma=0.314$ Ry. The bubble gives $0.0276+0.0015=0.0291\,e$ for surface plus sea. With vertices the parts are $-0.0015$ and $+0.0015\,e$; their sum is $2\times10^{-7}e$, zero within the numerical tolerance.

## Where the cancellation stops

If the levels are $\pm1$ Ry times $\sigma_z$, disorder no longer commutes with $\sigma_y$. At equal concentrations $\Sigma$ is unchanged, but $t_i\propto\sigma_z$ and $\sigma_z\sigma_y\sigma_z=-\sigma_y$ reverse the kernel, as in the s–p alloy. The total becomes $0.0378\,e$, larger than the bubble. Its nearness to $e/(8\pi)$ is accidental: levels of $\pm0.35$ Ry give $0.052\,e$ and levels of $\pm1.5$ Ry give $0.019\,e$. Likewise, a dispersion or spin–orbit term that breaks $J\propto i[H,\sigma_y]$ removes the reason for zero.

The clean gas escapes through the last term of (2). With $z_{1,2}=E_F\pm i\eta$ and no disorder, $|G_s|^2\to(\pi/\eta)\delta(E_F-\varepsilon_s)$ compensates the factor $\eta$. Using $\langle v_x\rangle_s=(2k+s\alpha)\cos\varphi$ and $\langle\sigma_y\rangle_s=-s\cos\varphi$, its contribution is

$$\frac{\kappa\eta}{\pi}\mathrm{Tr}v_xG^-\sigma_yG^+\to-\frac{\kappa}{4\pi}(k_+-k_-)=\frac{\kappa\alpha}{4\pi}=-\frac1{8\pi},$$

which is the whole clean value. The dc limit and the limit of vanishing disorder therefore do not commute.

For the decision at the start, the oddness of $v$ is not a sufficient test. Compute the matrix $A$ at $z_{1,2}=E_F\pm i0$. If it vanishes, the bubble suffices within CPA for the surface part, and so for $\sigma_{xx}$; if it does not, omission of the vertex needs a further reason, such as the missing p scattering at $r=0$. The numerical output follows.

## Numbers as computed

```
s-p alloy: E = -2.50 Ry, level shift delta = 0.70 Ry
s-p hopping V = 1.00 Ry; c = 0.50; 1 spin
Levels: s -1.0, p 1.0 Ry
x hopping: s -1.0, p 1.0 Ry; y hopping: -0.5 Ry (both)
Ward identity, largest error: 1.3e-13 Ry/Ry
r = +1: |Gamma_sp| = 1.3109 Ry bohr
   sigma_xx bubble 0.3632, full 0.7895 e^2/hbar
   full sigma_xx = 1.922e-04 S
r = +0: |Gamma_sp| = 0.0000 Ry bohr
   sigma_xx bubble 0.4619, full 0.4619 e^2/hbar
   full sigma_xx = 1.124e-04 S
r = -1: |Gamma_sp| = 0.5029 Ry bohr
   sigma_xx bubble 0.3632, full 0.2174 e^2/hbar
   full sigma_xx = 5.291e-05 S
-Im Sigma: s 0.3979, p 0.1235 Ry (same for r = +1, -1)
Equal parity: largest |Gamma| = 1.4e-11 Ry bohr
Dilute slope of Tr vGvG* at Im z = 0.30 Ry (bohr^2):
   direct -2.7802, bubble -2.5887, full -2.7802
Random cells 14x14, 40 samples, Im z = 0.15 Ry; Tr vGvG* (bohr^2):
   r = +1: cells 2.0655 +- 0.0104, bubble 1.5867, full 2.1995
   r = -1: cells 1.2222 +- 0.0173, bubble 1.5867, full 1.2272
Rashba gas: E_F = 1.00 Ry, alpha = 0.20 Ry bohr
k_F upper 0.9050, lower 1.1050 1/bohr; splitting 0.4020 Ry
Clean spin Hall conductivity 0.039789 e; 1/(8 pi) = 0.039789
Born gas, Fermi-surface part of spin Hall conductivity (e):
 gamma 0.01 Ry: bubble 0.03969, law 0.03969, full 1.7e-06
   vertex coefficient of sigma_y: 0.19999 Ry bohr
 gamma 0.02 Ry: bubble 0.03940, law 0.03940, full 3.3e-06
   vertex coefficient of sigma_y: 0.19998 Ry bohr
 gamma 0.05 Ry: bubble 0.03746, law 0.03747, full 8.3e-06
   vertex coefficient of sigma_y: 0.19996 Ry bohr
Rashba lattice alloy: E_F -2.0 Ry, alpha 0.5 Ry bohr
hopping 1.0 Ry, levels +-1.0 Ry, -Im Sigma 0.3142 Ry
Vertex of v_x: 0.3346 Ry bohr times sigma_y
Spin Hall conductivity (e): surface, sea, total
   bubble: 0.02757 0.00152 0.02909
   full:   -0.00152 0.00152 2.3e-07
   surface part from the identity: -0.00152
   spin-dependent levels, full: 0.03625 0.00152 0.03777
```
